**Modes and instability of an infinite chain of point dipoles**

For harmonic point dipoles of polarizability volume $\alpha$ and bare frequency $\omega_0$ at spacing $d$, the modes are $\omega_L^2=\omega_0^2[1-4aS(\theta)]$ and $\omega_T^2=\omega_0^2[1+2aS(\theta)]$, with $a=\alpha/d^3$, $\theta=kd$ and $S(\theta)=\mathrm{Re}\,\mathrm{Li}_3(e^{i\theta})$. The chain is unstable for $d^3<4\zeta(3)\alpha$. The program derives the dipole tensor symbolically and asserts that both branches agree with the diagonalization of a periodic supercell whose images are summed explicitly. It also asserts the bounds on the largest eigenvalue of finite open chains, the static response at the centre of a long chain, and the long-wave expansion. Below the threshold, it compares the growth rate with a time integration from a random start and the width of the unstable band with a count of unstable supercell modes. The zero-point energy integral is compared with supercell sums, and the supercell sum at weak coupling ($a=10^{-3}$) with the pairwise London sum. For $\alpha=10$ Å$^3$ and $\hbar\omega_0=5$ eV, the output gives a critical spacing of 3.636 Å and, at that spacing, a finite many-body energy 1.42 times the pairwise value.

## Check in Python

```python
"""
Result under test: an infinite chain (spacing d) of isotropic harmonic point
dipoles (polarizability volume alpha, bare frequency w0) has the modes
    longitudinal  w^2 = w0^2 [1 - 4 a S(theta)]
    transverse    w^2 = w0^2 [1 + 2 a S(theta)]   (twofold)
with a = alpha/d^3, theta = k d, S(theta) = Re Li_3(exp(i theta)).
It is unstable for d^3 < 4 zeta(3) alpha. Nonretarded interaction, Gaussian
convention. Inside the program frequencies are in units of w0.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.linalg import toeplitz, eigh, solve
from scipy.optimize import brentq

zeta3, zeta6 = float(mp.zeta(3)), float(mp.zeta(6))


def S(theta):
    return float(mp.re(mp.polylog(3, mp.expj(theta))))


def squared_modes(a, s):
    """Squared longitudinal and transverse frequencies from the formula."""
    return 1 - 4 * a * s, 1 + 2 * a * s


# Dipole interaction tensor from derivatives of the Coulomb potential
x, y = sp.symbols("x y", real=True)
z = sp.symbols("z", positive=True)
coulomb = 1 / sp.sqrt(x**2 + y**2 + z**2)
tensor = (-sp.hessian(coulomb, (x, y, z))).subs({x: 0, y: 0})
axis_tensor = sp.simplify(tensor * z**3)
assert axis_tensor == sp.diag(1, 1, -2)
axis_tensor = np.array(axis_tensor.tolist(), dtype=float)


def supercell_coupling(n_sites):
    """Dipole coupling (d = 1) of a periodic cell, images summed explicitly."""
    images = np.arange(-(24000 // n_sites), 24000 // n_sites + 1) * n_sites
    sums = []
    for shift in range(n_sites):
        distance = np.abs(shift + images).astype(float)
        distance = distance[distance > 0]
        sums.append(np.sum(distance**-3))
    index = np.arange(n_sites)
    lattice = np.array(sums)[(index[:, None] - index[None, :]) % n_sites]
    lattice = (lattice + lattice.T) / 2
    return np.kron(lattice, axis_tensor)


# Model parameters
alpha = 10.0        # cubic angstrom
hw0 = 5.0           # eV
d_stable = 4.0      # angstrom
d_unstable = 3.5    # angstrom
a_stable = alpha / d_stable**3
a_unstable = alpha / d_unstable**3
a_critical = 1 / (4 * zeta3)
d_long = (4 * zeta3 * alpha) ** (1 / 3)
d_trans = (1.5 * zeta3 * alpha) ** (1 / 3)

# Both branches against diagonalization of a periodic supercell
n_small = 12
coupling_small = supercell_coupling(n_small)
s_small = [S(2 * np.pi * j / n_small) for j in range(n_small)]
for a in (a_stable, a_unstable, alpha / d_trans**3):
    predicted = []
    for s in s_small:
        long2, trans2 = squared_modes(a, s)
        predicted += [long2, trans2, trans2]
    found = np.linalg.eigvalsh(np.eye(3 * n_small) + a * coupling_small)
    # tolerance covers the images left out beyond 24000 spacings
    assert np.max(np.abs(found - np.sort(predicted))) < 1e-7

# The softest mode is uniform and points along the chain
vectors = np.linalg.eigh(np.eye(3 * n_small) + a_stable * coupling_small)[1]
softest = vectors[:, 0].reshape(n_small, 3)
assert np.allclose(softest[:, 2], softest[0, 2], atol=1e-8)
assert np.max(np.abs(softest[:, :2])) < 1e-8

# S falls monotonically from theta = 0 to pi; end values by direct summation
s_grid = np.array([S(t) for t in np.linspace(0, np.pi, 101)])
assert np.all(np.diff(s_grid) < 0)
n = np.arange(1, 20001, dtype=float)
assert abs(np.sum((-1) ** n / n**3) + 0.75 * zeta3) < 1e-10
assert abs(s_grid[-1] + 0.75 * zeta3) < 1e-10

# Finite open chains approach the infinite-chain threshold from below
finite_spacing = {}
for size in (2, 10, 100, 1000):
    row = np.zeros(size)
    row[1:] = 2 / np.arange(1, size, dtype=float) ** 3
    largest = eigh(toeplitz(row), eigvals_only=True,
                   subset_by_index=[size - 1, size - 1])[0]
    m = np.arange(1, size, dtype=float)
    trial_bound = 4 * np.sum((1 - m / size) / m**3)
    assert trial_bound - 1e-10 <= largest < 4 * zeta3
    finite_spacing[size] = (alpha * largest) ** (1 / 3)
assert 4 * zeta3 - largest < 1e-3

# Static response at the centre of a long open chain in a uniform axial field
alpha_eff = alpha / (1 - 4 * zeta3 * a_stable)
dipoles = solve(np.eye(1000) - a_stable * toeplitz(row), alpha * np.ones(1000))
assert abs(dipoles[500] / alpha_eff - 1) < 1e-4   # remaining end effect

# Long-wave expansion, and the soft branch exactly at threshold
for t in (0.2, 0.05):
    expansion = zeta3 - t**2 / 2 * (1.5 - np.log(t))
    assert abs(S(t) - expansion) < t**4 / 200
soft_rows = []
for t in (0.1, 0.01, 0.001):
    exact = np.sqrt(1 - S(t) / zeta3) / t
    approx = np.sqrt((1.5 - np.log(t)) / (2 * zeta3))
    assert abs(exact / approx - 1) < 1e-3
    soft_rows.append((t, exact, approx))
assert soft_rows[0][1] < soft_rows[1][1] < soft_rows[2][1]

# Growth below threshold: time integration from a random start
growth = np.sqrt(4 * zeta3 * a_unstable - 1)
stiffness = np.eye(3 * n_small) + a_unstable * coupling_small
p = np.random.default_rng(1).normal(size=3 * n_small)
velocity = np.zeros_like(p)
dt, norms = 0.005, {}
force = -stiffness @ p
for step in range(1, 12001):
    velocity += 0.5 * dt * force
    p = p + dt * velocity
    force = -stiffness @ p
    velocity += 0.5 * dt * force
    if step in (8000, 12000):
        norms[step] = np.linalg.norm(p)
growth_found = np.log(norms[12000] / norms[8000]) / (4000 * dt)
assert abs(growth_found / growth - 1) < 1e-4

# Width of the unstable band against a count of unstable supercell modes
theta_c = brentq(lambda t: 4 * a_unstable * S(t) - 1, 1e-3, np.pi)
n_large = 50
coupling_large = supercell_coupling(n_large)
eig_large = np.linalg.eigvalsh(coupling_large)
count = int(np.sum(1 + a_unstable * eig_large < 0))
assert count == 1 + 2 * int(theta_c * n_large / (2 * np.pi))

# Zero-point interaction energy per site, in units of hbar w0
nodes, weights = np.polynomial.legendre.leggauss(200)
s_nodes = np.array([S(np.pi * (u + 1) / 2) for u in nodes])


def energy_integral(a):
    long2, trans2 = squared_modes(a, s_nodes)
    shift = np.sqrt(long2) + 2 * np.sqrt(trans2) - 3
    return 0.5 * np.sum(weights * shift) / 2


def energy_supercell(a):
    return 0.5 * np.sum(np.sqrt(1 + a * eig_large) - 1) / n_large


def energy_pairwise(a):
    return -0.75 * zeta6 * a**2


e_stable = energy_integral(a_stable)
e_critical = energy_integral(a_critical)
assert abs(energy_supercell(a_stable) / e_stable - 1) < 1e-3
# near threshold the cusp at k = 0 slows convergence with supercell size
near = a_critical * (1 - 1e-6)
assert abs(energy_supercell(near) / e_critical - 1) < 0.02
# the remaining difference is of first order in the small coupling
assert abs(energy_supercell(1e-3) / energy_pairwise(1e-3) - 1) < 1e-3

# Printed numbers
hbar_ev = const.hbar / const.e
retardation = hw0 * d_stable * 1e-10 / (hbar_ev * const.c)
print(f"zeta(3) = {zeta3:.6f}, 4 zeta(3) = {4*zeta3:.6f}")
print(f"zeta(6) = {zeta6:.6f}")
print(f"alpha = {alpha:.1f} A^3, hbar w0 = {hw0:.1f} eV")
print(f"critical alpha/d^3 = {a_critical:.6f}")
print(f"longitudinal critical spacing = {d_long:.4f} A")
print(f"  same in bohr = {d_long*1e-10/const.value('Bohr radius'):.4f}")
print(f"transverse critical spacing = {d_trans:.4f} A")
print("Finite open chains: sites, critical spacing (A)")
for size, spacing in finite_spacing.items():
    print(f"  {size:5d}  {spacing:.5f}")
print(f"Stable chain: d = {d_stable:.1f} A, alpha/d^3 = {a_stable:.5f}")
print(f"  w0 d/c = {retardation:.4f}")
print("  theta/pi, S, hbar w_L (eV), hbar w_T (eV)")
for fraction in (0, 0.25, 0.5, 0.75, 1):
    s = S(np.pi * fraction)
    wl, wt = np.sqrt(squared_modes(a_stable, s))
    print(f"  {fraction:.2f}  {s:9.6f}  {hw0*wl:.4f}  {hw0*wt:.4f}")
print(f"  1 - 4 zeta(3) alpha/d^3 = {1-4*zeta3*a_stable:.5f}")
print(f"  effective static polarizability = {alpha_eff:.3f} A^3")
print(f"  centre of 1000-site chain = {dipoles[500]:.3f} A^3")
print("Energy per site (meV): many-body, pairwise, ratio")
for label, a, e in (("d = 4 A", a_stable, e_stable),
                    ("threshold", a_critical, e_critical)):
    pair = energy_pairwise(a)
    print(f"  {label}: {1e3*hw0*e:.2f}, {1e3*hw0*pair:.2f}, {e/pair:.4f}")
print("At threshold: theta, w_L/(w0 theta) exact, long-wave formula")
for t, exact, approx in soft_rows:
    print(f"  {t:.3f}  {exact:.5f}  {approx:.5f}")
print(f"Unstable chain: d = {d_unstable:.1f} A, alpha/d^3 = {a_unstable:.5f}")
print(f"  4 zeta(3) alpha/d^3 - 1 = {4*zeta3*a_unstable-1:.5f}")
print(f"  unstable band edge theta_c = {theta_c:.4f} rad")
print(f"  unstable modes in a {n_large}-site periodic cell = {count}")
print(f"  growth rate / w0: formula {growth:.5f}, "
      f"time integration {growth_found:.5f}")
print(f"  growth time 1/Gamma = {1e15*hbar_ev/(hw0*growth):.4f} fs")
print("verified")
```

Printed output:

```
zeta(3) = 1.202057, 4 zeta(3) = 4.808228
zeta(6) = 1.017343
alpha = 10.0 A^3, hbar w0 = 5.0 eV
critical alpha/d^3 = 0.207977
longitudinal critical spacing = 3.6363 A
  same in bohr = 6.8716
transverse critical spacing = 2.6222 A
Finite open chains: sites, critical spacing (A)
      2  2.71442
     10  3.53774
    100  3.63416
   1000  3.63628
Stable chain: d = 4.0 A, alpha/d^3 = 0.15625
  w0 d/c = 0.0101
  theta/pi, S, hbar w_L (eV), hbar w_T (eV)
  0.00   1.202057  2.4936  5.8644
  0.25   0.663591  3.8251  5.4940
  0.50  -0.112693  5.1731  4.9112
  0.75  -0.691764  5.9840  4.4267
  1.00  -0.901543  6.2519  4.2375
  1 - 4 zeta(3) alpha/d^3 = 0.24871
  effective static polarizability = 40.207 A^3
  centre of 1000-site chain = 40.207 A^3
Energy per site (meV): many-body, pairwise, ratio
  d = 4 A: -106.92, -93.14, 1.1479
  threshold: -233.70, -165.02, 1.4162
At threshold: theta, w_L/(w0 theta) exact, long-wave formula
  0.100  1.25767  1.25766
  0.010  1.59357  1.59357
  0.001  1.87009  1.87009
Unstable chain: d = 3.5 A, alpha/d^3 = 0.23324
  4 zeta(3) alpha/d^3 - 1 = 0.12145
  unstable band edge theta_c = 0.3127 rad
  unstable modes in a 50-site periodic cell = 5
  growth rate / w0: formula 0.34850, time integration 0.34850
  growth time 1/Gamma = 0.3777 fs
verified
```
